# How current divides between a heavy metal and a thin magnet

## The problem

A spin-orbit torque line consists of two metal films, one on top of the other. The lower film is a heavy metal, 5 nm thick, with resistivity 200 microohm cm. The upper film is a magnet, 1 nm thick, with resistivity 100 microohm cm. Both films are 200 nm wide and 400 nm long, and together they carry a steady current of 0.50 mA along their length.

What share of the current flows in the thicker film, and what is the current density there? The second question matters because the torque on the magnet is taken to come from a spin current that the heavy metal produces in proportion to its own current density.

Label the heavy metal 1 and the magnet 2. Film $i$ has thickness $t_i$ and resistivity $\rho_i$; the common width is $w$ and the length $L$. The axis $x$ runs along the wire and $z$ is normal to the films. Each film obeys Ohm's law with a single uniform resistivity, and no other layer conducts.

## A tempting solution

The current has a cross-section of total height $t_1+t_2$ to flow through. Spread it evenly, so that the density is

$$J=\frac{I}{w(t_1+t_2)} .$$

The heavy metal then carries

$$\frac{I_1}{I}=\frac{J\,w\,t_1}{I}=\frac{t_1}{t_1+t_2}=\frac{5}{6}=83.3\ \text{percent}.$$

The two parts add up to the total current, and the thicker film gets more. Yet the resistivities have dropped out. The answer would be the same if the magnet were a hundred times more resistive, which is a reason to distrust it.

## Where it fails

The faulty step is the even spreading. Ohm's law, $E=\rho J$, says what field each film needs in order to carry the same density $J$:

$$E_1=\rho_1J,\qquad E_2=\rho_2J .$$

Since $\rho_1=2\rho_2$, the field in the heavy metal would have to be twice the field in the magnet. Now take a charge around a closed rectangle: a distance $\ell$ forward along the wire just below the interface, up through the interface, back by $\ell$ just above it, and down again. Let the two short sides shrink to nothing. The work per unit charge is

$$E_1\ell-E_2\ell=(\rho_1-\rho_2)J\ell\neq0 .$$

In a steady state the electric field is minus the gradient of a potential, and this work must vanish. An even current density is therefore impossible unless the two resistivities are equal. What the films share is the field, not the current density.

## The right solution

**The field is the same in both films.** Consider a part of the wire far from its ends, where nothing changes along $x$ or across the width. Conservation of charge in a steady state reads

$$\frac{\partial J_x}{\partial x}+\frac{\partial J_y}{\partial y}+\frac{\partial J_z}{\partial z}=0 .$$

The first two terms vanish because nothing depends on $x$ or $y$. Hence $J_z$ does not depend on $z$ either. No current leaves through the bottom or top surface, so $J_z=0$ there, and therefore $J_z=0$ throughout. Ohm's law then gives $E_z=0$.

Because the field has a potential, its components also satisfy

$$\frac{\partial E_x}{\partial z}=\frac{\partial E_z}{\partial x}=0 ,$$

so $E_x$ is constant through the thickness of each film. The rectangle argument joins the two values at the interface: $E_{x,1}\ell-E_{x,2}\ell=0$. Both films feel one field, which I call $E$.

An interface resistance does not alter this. It produces a voltage step proportional to the current that crosses the interface, and far from the ends that current is zero.

**The currents follow from Ohm's law.** The densities are

$$J_1=\frac{E}{\rho_1},\qquad J_2=\frac{E}{\rho_2},$$

and multiplying each by its cross-section $w t_i$ gives

$$I_1=wE\,\frac{t_1}{\rho_1},\qquad I_2=wE\,\frac{t_2}{\rho_2}.$$

In the ratio $I_1/(I_1+I_2)$ the common factor $wE$ cancels:

$$f_1\equiv\frac{I_1}{I_1+I_2}=\frac{t_1/\rho_1}{t_1/\rho_1+t_2/\rho_2}.$$

**The numbers.** In units of nm per microohm cm,

$$\frac{t_1}{\rho_1}=\frac{5}{200}=0.025,\qquad \frac{t_2}{\rho_2}=\frac{1}{100}=0.010,$$

$$f_1=\frac{0.025}{0.025+0.010}=\frac{5}{7}=71.4\ \text{percent}.$$

The magnet carries the remaining 28.6 percent.

**The same result from resistances.** The sheet resistance of a film is $R_i=\rho_i/t_i$. One microohm cm equals 10 ohm nm, so

$$R_1=\frac{2000}{5}=400\ \text{ohm},\qquad R_2=\frac{1000}{1}=1000\ \text{ohm}$$

per square. Substituting $t_i/\rho_i=1/R_i$ and multiplying numerator and denominator by $R_1R_2$,

$$f_1=\frac{1/R_1}{1/R_1+1/R_2}=\frac{R_2}{R_1+R_2}=\frac{1000}{1400}.$$

The resistance of the *other* film stands in the numerator. With $R_1$ there instead, one has the rule for the voltage across resistors in series, and it would return 28.6 percent, the magnet's share.

## Reading the result

Divide the numerator and denominator of $f_1$ by $1/\rho_1$:

$$f_1=\frac{t_1}{t_1+t_2\,\rho_1/\rho_2}.$$

In this form the magnet counts as a heavy-metal film of thickness $t_2\rho_1/\rho_2=2$ nm. The bilayer conducts like 7 nm of heavy metal, of which 5 nm are really there.

Several cases can be read off. The first two compare resistivities; the last three vary only $t_1$, with the resistivities and the magnet's thickness as given.

- If $\rho_1=\rho_2$, then $f_1=t_1/(t_1+t_2)$. The tempting solution is right in this case.
- If $\rho_1>\rho_2$, the denominator exceeds $t_1+t_2$, and the share lies below the thickness share. Here it is 71.4 percent instead of 83.3 percent.
- At $t_1=2$ nm the heavy metal carries half the current.
- At $t_1=1$ nm, equal to the magnet, it carries $1/(1+2)$, or one third. The thick film wins in our problem because of its thickness, in spite of being the poorer conductor.
- As $t_1$ grows far beyond 2 nm, the share tends to one; as $t_1\to0$, it tends to zero in proportion to $t_1$.

## Current density, voltage and heat

The heavy metal carries $0.714\times0.50=0.357$ mA and the magnet 0.143 mA. The cross-section of the heavy metal is $200\times5=1000$ nm². Since 1 nm² is $10^{-14}$ cm²,

$$J_1=\frac{0.357\times10^{-3}\ \text{A}}{1000\times10^{-14}\ \text{cm}^2}=35.7\ \text{MA/cm}^2 .$$

The magnet has half the resistivity in the same field, so its density is twice as large, 71.4 MA/cm². The film with the smaller current has the larger current density.

Suppose someone assigned the whole 0.50 mA to the heavy metal. The density would come out as 50.0 MA/cm², too large by the factor $1/f_1=1.40$. This carries over to the torque efficiency, defined as the measured torque divided by the heavy metal's current density. If the magnet's own current contributes no torque, the efficiency so inferred is too small by the same factor: one finds 71 percent of its value.

The two films in parallel have the sheet resistance

$$R=\frac{R_1R_2}{R_1+R_2}=\frac{400\times1000}{1400}=285.7\ \text{ohm per square}.$$

The wire is $400/200=2$ squares long, so its resistance is 571.4 ohm. The voltage is $0.50\ \text{mA}\times571.4\ \text{ohm}=0.286$ V, and the power is 142.9 microwatt. Both films have this same voltage between their ends, so the heat $I_iV$ divides in the same proportion as the current: 71.4 percent arises in the heavy metal. Per unit volume the heating is $J_iE$, which is twice as large in the magnet.

## Near the contacts

The derivation assumed that nothing changes along the wire. This fails near a contact that feeds one film alone. Suppose all the current enters through the end face of the heavy metal, spread evenly over that face. Its share is then 100 percent at the end and must fall to 71.4 percent as current passes up into the magnet.

The distance this takes can be found by solving the conservation law on a grid, without assuming a uniform field. For a 60 nm long bilayer, with current entering and leaving through the end faces of the heavy metal, the share at mid-length is 71.43 percent and the ratio of the two densities is 2.000. The same calculation for heavy-metal films of 2 nm and 1 nm gives 50.00 and 33.33 percent, as the formula requires.

In the 5 nm case the share comes within one percentage point of its final value about 6 nm from the contact. An assumed interface resistance of 1.0 fohm m² makes this about 6.5 nm. The grid step is 0.25 nm; as it is refined the two distances fall slightly, to 5.8 and 6.4 nm. A contact that feeds the current less evenly can change them by a few nanometres. In a wire much longer than the settling distance, evenly fed and without interface resistance, the films' thicknesses and resistivities are the whole input, and the thicknesses are the only lengths that matter. The settling distance must therefore scale with the thicknesses if their ratio and the resistivity ratio are kept. For the films computed here it is a matter of nanometres; a much larger interface resistance would lengthen it. Two end regions of 6.5 nm take up about 3 percent of the 400 nm wire.

## When a film is as thin as a mean free path

Ohm's law with a fixed resistivity assumes that an electron is scattered many times before it meets a surface. For a 1 nm film this is doubtful. What follows depends on what the quoted resistivities mean. If they describe the films as they are in the stack, surface scattering is already contained in them. If they are values for thick material, the share changes, and a simple transport model shows by roughly how much.

**Mean free paths.** For free electrons of density $n$, the resistivity is $\rho=mv_F/(ne^2\lambda)$, where $\lambda$ is the mean free path. With $mv_F=\hbar(3\pi^2n)^{1/3}$,

$$\rho\lambda=\frac{\hbar(3\pi^2)^{1/3}}{e^2n^{2/3}} .$$

I take $n=5\times10^{28}$ per m³ in both films. This gives $\lambda_1=0.47$ nm and $\lambda_2=0.94$ nm. The heavy metal is about ten mean free paths thick, the magnet about one.

**The transport equation.** Let $f_0$ be the equilibrium distribution, $f_0'$ its derivative with respect to energy, and $\delta f$ the change that the field makes. The force on an electron is $-eE$ along $x$. With relaxation time $\tau=\lambda/v_F$, the steady Boltzmann equation to first order in $E$ is

$$v_z\frac{\partial\,\delta f}{\partial z}-eEv_xf_0'=-\frac{\delta f}{\tau}.$$

Write $\delta f=eE\,(v_x/v_F)\,f_0'\,g$, which defines a length $g$. Insert this, divide by the common factor $eE(v_x/v_F)f_0'$, and then by $v_F$. With $\mu=v_z/v_F$,

$$\mu\frac{\partial g}{\partial z}=1-\frac{g}{\lambda}.$$

For electrons that enter a film with the value $g_0$, the solution at a distance $s$ from the surface of entry is

$$g=\lambda+(g_0-\lambda)\,e^{-s/(\lambda|\mu|)} .$$

Deep inside, $g$ becomes $\lambda$. The current is a sum of $v_x\,\delta f$ over directions. This gives a weight $v_x^2$, which is proportional to $1-\mu^2$ after averaging around the $z$ axis:

$$J(z)=\frac{E}{\rho\lambda}\,\frac34\int_{-1}^{1}(1-\mu^2)\,g(z,\mu)\,d\mu .$$

The factor $3/4$ is fixed by the thick-film limit: with $g=\lambda$ the integral is $4\lambda/3$, and $J=E/\rho$ as it should be.

**Surfaces and result.** Let the outer surfaces scatter electrons in random directions, so that $g_0=0$ there. For the interface, take two simple cases. If it too randomises directions, the share of the heavy metal is 77.5 percent. If electrons cross it freely, $g$ is continuous and the share is 76.3 percent. Both lie above 71.4 percent, by 6.1 and 4.9 points.

The direction of the change is plain in the first case: every film loses conductance at its surfaces, and the magnet, one mean free path thick, loses the larger fraction. In the second case electrons also carry their value of $g$ across the interface. Those coming up from the heavy metal have $g<\lambda_1$, less than the magnet's own $\lambda_2$, and so keep the magnet's current below its Ohm's-law value, though they reduce it less than a randomising interface does. Those coming down have crossed the magnet from its outer surface and arrive with

$$g_0=\lambda_2\left(1-e^{-t_2/(\lambda_2|\mu|)}\right).$$

This is smallest at $|\mu|=1$, where it is $0.94\,(1-e^{-1/0.94})\approx0.6$ nm. Even that exceeds $\lambda_1=0.47$ nm, so these electrons raise the current in the heavy metal near the interface.

Mean free paths this short are comparable with the spacing of atoms, where the Boltzmann equation itself is in doubt. The result also depends on the surfaces assumed: an interface that reflects electrons like a mirror gives a smaller shift, about 3 points. It depends as much on the assumed electron density: halving $n$ raises the two shifts to about 8.5 and 6.6 points, and doubling it lowers them to about 4 and 3. The 5 to 6 points are an estimate of size, not a correction to be applied.

## Other uncertainties

**Resistivity.** Hold everything fixed except $\rho_1$. With $a=t_1/\rho_1$ and $b=t_2/\rho_2$, the share is $f_1=a/(a+b)$, so

$$\frac{df_1}{da}=\frac{(a+b)-a}{(a+b)^2}=\frac{b}{(a+b)^2}.$$

A small relative change of $\rho_1$ changes $a$ by $da=-a\,d\rho_1/\rho_1$. Hence

$$df_1=-\frac{ab}{(a+b)^2}\frac{d\rho_1}{\rho_1}=-f_1(1-f_1)\frac{d\rho_1}{\rho_1}.$$

The factor is $0.714\times0.286=0.204$, so 20 percent in $\rho_1$ moves the share by about 4 points. The full formula gives 67.6 percent for a resistivity 20 percent higher and 75.8 percent for one 20 percent lower.

**Heating.** Let the heat flow straight down through 100 nm of silica with conductivity 1.4 W/(m K). The steady temperature rise is the power per area times thickness over conductivity:

$$\Delta T=\frac{142.9\times10^{-6}}{(200\times400)\times10^{-18}}\times\frac{100\times10^{-9}}{1.4}\approx128\ \text{K}.$$

Sideways spreading of heat lowers this considerably, because the wire is only twice as wide as the silica is thick: with spreading through the silica included, the mean rise is about 85 K. The thermal resistance of whatever lies below the silica would raise it. A uniform relative change of both resistivities leaves $f_1$ unchanged; a difference between their temperature coefficients does not. If the magnet's resistivity rises by an assumed fraction of $5\times10^{-4}$ per K while the heavy metal's stays fixed, the heavy metal's share rises by 1.2 points at 128 K, or 0.8 points at 85 K.

**Magnetoresistance.** The magnet's resistivity depends on the direction of its magnetisation. An assumed increase of 1 percent raises the heavy metal's share by 0.2 points.

## Beside a real device

The parameters are in the rough range of a line of beta-tungsten under CoFeB. Tungsten films in this phase can have resistivities of very roughly 200 microohm cm. A magnet only 1 nm thick may have a resistivity above 100 microohm cm, which would move more current into the tungsten. Resistivities that do not depend on thickness are a doubtful assumption for such a stack. In the two cases computed above, dropping it moves the share by 5 to 6 points, comparable with the 20 percent change of resistivity and above the heating or the magnetoresistance considered here. That figure belongs to a free-electron model with an assumed density and randomising outer surfaces; other densities or smoother surfaces change it by several points, so it does not fix the shift in a real stack.

In a memory cell the magnet can be a small pillar on a longer heavy-metal track. Outside the pillar the track then carries all the current, and part of it enters the magnet beneath the pillar's edges. If pillar and track are equally wide, this resembles the contact geometry treated above, except that the track continues beyond the pillar's edge. If the interface resistance is small, the settling distance is again set by the film thicknesses, and the 71 percent applies in the middle of a pillar much longer than several nanometres. If the pillar is narrower than the track, current also flows beside it, and the division has to be found from the full geometry.

The figure of 71 percent is thus the parallel-conductor result for resistivities that hold in the stack. The computed values are collected in the numerical output below.

## Values computed for the example and the checks

```
Heavy metal: 5 nm, 200 microohm cm
Magnet: 1 nm, 100 microohm cm
Wire: width 200 nm, length 400 nm
Total current: 0.50 mA
t/rho, heavy metal: 0.025 nm/(microohm cm)
t/rho, magnet: 0.010 nm/(microohm cm)
Share of heavy metal, formula: 71.43 percent
Share of heavy metal, grid: 71.43 percent
Share of magnet: 28.57 percent
Thickness share of heavy metal: 83.3 percent
Grid share at 1 nm heavy metal: 33.33 percent
Break-even heavy-metal thickness: 2.0 nm
Grid share at 2 nm heavy metal: 50.00 percent
Grid density ratio magnet/heavy metal: 2.000
Sheet resistance, heavy metal: 400 ohm per square
Sheet resistance, magnet: 1000 ohm per square
Sheet resistance, bilayer: 285.7 ohm per square
Wire resistance: 571.4 ohm
Voltage: 0.286 V
Power: 142.9 microwatt
Current in heavy metal: 0.357 mA
Current in magnet: 0.143 mA
Current density in heavy metal: 35.7 MA/cm2
Current density in magnet: 71.4 MA/cm2
Density if heavy metal took all: 50.0 MA/cm2
Overstatement factor: 1.40
Assumed interface resistance: 1.0 fohm m2
Settling to 1 point, no interface resistance: 6.00 nm
Settling to 1 point, with it: 6.50 nm
Assumed electron density: 5.0e+28 per m3
Mean free path, heavy metal: 0.47 nm
Mean free path, magnet: 0.94 nm
Share, Boltzmann, transparent interface: 76.3 percent
Share, Boltzmann, diffuse interface: 77.5 percent
Share, heavy-metal resistivity +20 percent: 67.6 percent
Share, heavy-metal resistivity -20 percent: 75.8 percent
Assumed silica: 100 nm, 1.4 W/(m K)
Steady temperature rise, no spreading: 128 K
Assumed coefficient difference: 5.0e-04 per K
Share change from heating: 1.24 points
Share change, 1 percent magnetoresistance: 0.20 points
```
